Leading Logarithmic Vacancy Sink Strength of a Dislocation Array

**Q.** In an interdiffusion zone the two kinds of atom move at different rates, so vacancies pile up on one side. I am told that dislocations remove them at a rate set by a "sink strength". What is that quantity, before anyone computes it?

**A.** Let c be the vacancy site fraction, c_eq its equilibrium value, D the vacancy diffusivity, and G the site fraction of vacancies supplied per unit time. If Ω is the volume per lattice site and J_A, J_B are the atomic fluxes along z, the opposing vacancy flux is J_v = −(J_A + J_B). Vacancy conservation then gives the supply

G = −Ω dJ_v/dz = Ω d(J_A + J_B)/dz.

It is positive on the side that loses the faster atoms. In a steady state dislocations absorb what is supplied. The sink strength k² is defined by

G = k² D (c̄ − c_eq),

where c̄ is the mean of c over a region holding many dislocations, outside their cores. Thus k² is an inverse length squared. A large k² means that a small excess suffices to drive the vacancies into the sinks.

**Q.** A dislocation is a line with hardly any volume. Why should it absorb at a useful rate?

**A.** Solve the diffusion problem around one line. Take a straight core of radius r_c that absorbs perfectly, so c(r_c) = c_eq. Let D be constant, and leave out elastic drift, diffusion along the core and motion of the core by climb. First put no source in the surrounding crystal, and hold the excess c − c_eq at the value Δ on a distant circle r = R. With cylindrical symmetry the steady equation is

(D/r) d/dr (r dc/dr) = 0.

Hence r dc/dr = A, a constant. Dividing by r and integrating from the core gives

c − c_eq = A ln(r/r_c).

The condition at R fixes A = Δ/L, with

L = ln(R/r_c).

The outward radial flux is −D dc/dr, so the inward flux is +D dc/dr. Multiplying by the circumference gives the current into unit length of core:

J = 2πr D dc/dr = 2πDA = 2πDΔ/L.

This J is carried in site fraction, so its unit is area per time; dividing by Ω gives a number of vacancies. The radius r has cancelled, as it must when nothing is created between circles. The core radius survives only inside a logarithm, which is why a very thin line still absorbs well.

**Q.** That is one dislocation. Where does the array enter?

**A.** Let ρ be the dislocation length per volume. For parallel lines it is also their number per area, so each line owns an area 1/ρ. Replace that area by a disk:

πR² = 1/ρ, R = 1/√(πρ).

The loss per volume is ρJ = (2πρ/L) DΔ. If Δ may stand for the mean excess, comparison with the definition gives

k² ≈ 2πρ/L = 2πρ/ln(R/r_c).

This is the leading logarithmic sink strength. Its regime is L ≫ 1.

**Q.** I object to the outer boundary. In an even array the line between two neighbours is a mirror line, so no vacancies cross it. Your solution has the whole current entering there.

**A.** The objection is right: the source-free solution describes a cell fed through its edge. In the array the vacancies are made inside the cell. With uniform G and a closed edge the problem becomes

(D/r) d/dr (r dc/dr) = −G, c(r_c) = c_eq, dc/dr = 0 at r = R.

Multiply by r/D and integrate from r to R. The edge term vanishes, leaving

0 − r dc/dr = −G(R² − r²)/(2D),

r dc/dr = G(R² − r²)/(2D).

Divide by r and integrate from r_c to r:

c − c_eq = (G/2D) [R² ln(r/r_c) − (r² − r_c²)/2].

For r ≪ R the right side of the equation for r dc/dr is nearly constant. The current there is nearly the same through every circle, because most vacancies were made farther out. The source-free logarithm is therefore the correct inner solution, and the closed edge changes the outer part.

**Q.** You also swapped the edge value for the mean. How much does that cost?

**A.** Compute the mean over the area between r_c and R, with weight 2r dr/(R² − r_c²). Put x = r_c/R. Integration by parts gives

∫ r ln(r/r_c) dr = [r² ln(r/r_c)/2 − r²/4] = R²L/2 − (R² − r_c²)/4,

with limits r_c and R. Multiplying by 2/(R² − r_c²),

⟨ln(r/r_c)⟩ = L/(1 − x²) − 1/2.

Likewise

⟨r²⟩ = [2/(R² − r_c²)] (R⁴ − r_c⁴)/4 = (R² + r_c²)/2,

so (⟨r²⟩ − r_c²)/2 = R²(1 − x²)/4. Inserting both averages,

c̄ − c_eq = (GR²/2D) [L/(1 − x²) − 1/2 − (1 − x²)/4]
= (GR²/2D) [L/(1 − x²) − (3 − x²)/4].

Now use the definition, k² = G/[D(c̄ − c_eq)], and 2/R² = 2πρ:

k² = 2πρ / [L/(1 − x²) − (3 − x²)/4].

For a thin core this is

k² = 2πρ / [L − 3/4 + O(x²L)].

The leading result is recovered as L → ∞, but slowly: relative to the thin-core result it is too small by the fraction 3/(4L).

**Q.** Is 3/4 then a property of dislocations?

**A.** No, it also reflects how the cell is fed. Return to the edge-fed solution, but refer its current to the mean excess. For x → 0 the average just found gives

c̄ − c_eq = (Δ/L)(L − 1/2).

Since J = 2πDΔ/L, the ratio ρJ/[D(c̄ − c_eq)] is 2πρ/(L − 1/2). The constant is now 1/2, and it is 0 if the edge value is used in place of the mean. All three cases share the same leading law. The logarithm is collected over the many scales between r_c and R, while the constant is settled at distances comparable with R, where feeding and averaging matter.

For the same reason the leading law cannot decide between R and, say, 2R in its logarithm. That change adds ln 2, a constant of the kind it neglects.

**Q.** Real cells do not tile the plane as disks. Perhaps the disk spoils even the constant.

**A.** Take a square array of spacing a = 1/√ρ. Measure X and Y in units of a and treat the thin cores as point sinks in the plane. Write c = c̄ − (Ga²/D)S. Balance of supply and absorption requires

−∇²S = δ(X)δ(Y) − 1 in each cell, with ⟨S⟩ = 0.

Expand along Y, using δ(Y) = 1 + 2 Σ cos(2πmY) with m = 1, 2, … The part independent of Y obeys S₀″ = 1 − δ(X), and the coefficient of each cosine obeys s_m″ − q²s_m = −2δ(X), with q = 2πm. Their periodic solutions for 0 ≤ X ≤ 1 are

S₀ = (X² − X + 1/6)/2,

s_m = cosh[q(1/2 − X)] / [q sinh(q/2)].

The slopes jump by −1 and −2 at the sink, as required. Read S at the core, X = t = r_c/a and Y = 0. For small t, each s_m separates into e^(−qt)/q and a remainder 2e^(−q)/[q(1 − e^(−q))]. The first part sums to −ln(1 − e^(−2πt))/(2π), which tends to −ln(2πt)/(2π). Therefore

2πS → −ln t − ln(2π) + π/6 + 2 Σ e^(−2πm)/[m(1 − e^(−2πm))].

The mean excess is Ga²S/D, so k² = 1/(a²S) = 2πρ/(2πS). For the disk of equal area, L = −ln t − (ln π)/2. Subtracting, 2πS = L − C, where

C = ln(2π) − (ln π)/2 − π/6 − 2 Σ e^(−2πm)/[m(1 − e^(−2πm))] = 0.738.

The disk gives 0.750. It preserves the logarithm and nearly preserves the constant for this array.

**Q.** "For this array" sounds like an escape clause. What if the dislocations gather into walls?

**A.** Then the formula can fail. Let parallel walls stand a distance H apart, with lines spaced h within each wall, so ρ = 1/(hH). Average c along the wall direction. Between walls the average obeys D c″ = −G, and its excess over the average at the wall is Gz(H − z)/(2D). The mean of z(H − z) is H²/6, so this contributes GH²/(12D) to the mean excess. The average at the wall itself cannot lie below c_eq, because supply is positive and the cores hold the lowest value. Hence

2πρ/k² = 2πρD(c̄ − c_eq)/G ≥ 2πρH²/12 = πH/(6h).

When H/h is much larger than L, this bound far exceeds L, and 2πρ/L greatly overestimates the sink strength. Vacancies then spend most of their journey reaching a wall.

**Q.** Put numbers in. I want to know whether "leading" means "accurate".

**A.** Take round model parameters: r_c = 0.0005 µm, ρ = 1 µm⁻², D = 1 µm²/s, G = 10⁻⁶ per second and c_eq = 10⁻⁶. Then

R = 1/√π µm = 0.564 µm,
L = ln(0.5642/0.0005) = 7.03.

The leading value is

k² = 2π/7.03 µm⁻² = 0.894 µm⁻².

Here x² is negligible, and the full cell value is

k² = 2π/(7.03 − 0.75) µm⁻² = 1.00 µm⁻² = 1.00 × 10¹² m⁻².

The leading value is 10.7 percent below the full one, in agreement with 3/(4L). The square array gives 0.999 µm⁻², against 1.001 µm⁻² for the disk, so for even arrays the shape of the cell matters far less than the constant 3/4. Irregular placement is another matter: parallel lines placed at random with the same ρ and r_c give k² of about 0.8 µm⁻², some 20 percent below the cell value, and the leading value is then too high by about 10 percent rather than too low.

The profile shows where the logarithm comes from. The excess is 3.66 × 10⁻⁷ at 10r_c, 7.32 × 10⁻⁷ at 100r_c and 1.04 × 10⁻⁶ at R. About 70 percent of the rise has occurred by 100r_c = 0.05 µm, although that disk covers less than one percent of the cell area. Most of the area therefore lies on the flatter outer part, which explains why mean and edge value are close.

**Q.** Your core radius is surely uncertain. Does that ruin the result?

**A.** Not for a thin core. Differentiating 2πρ/(L − 3/4) at fixed ρ gives

dk²/k² = [1/(L − 3/4)] dr_c/r_c.

In the example a one percent change in r_c changes k² by about 0.16 percent.

A thick core is different. For r_c/R = 0.3 and R = 1 µm, L is only 1.20. The leading formula gives 2/1.20 = 1.66 µm⁻², while the full cell formula gives 3.36 µm⁻². The leading value is about half the full one. Using L − 3/4 alone would give about 4.4 µm⁻², so the terms in x² are needed too.

Perfect absorption is a separate assumption. Suppose the core accepts vacancies at a finite speed v, so J = 2πr_c v[c(r_c) − c_eq]. The whole profile is then raised by J/(2πr_c v). For a thin core, where ρJ = G, the quantity 2πρD(c̄ − c_eq)/G grows by D/(vr_c), and

k² = 2πρ/[L − 3/4 + D/(vr_c)].

If D/(vr_c) is comparable with L or larger, the core reaction helps to set the rate and the leading logarithm is insufficient.

**Q.** All this is steady. Diffusion zones evolve, so may I use k² in a rate equation?

**A.** The proposed equation is

dc̄/dt = G − k²D(c̄ − c_eq).

With the supply switched off it predicts decay at the rate k²D. A uniform supply excites only the circularly symmetric modes of the cell. They have the form f(r)e^(−Dq²t), with

(1/r)(r f′)′ = −q²f, f(r_c) = 0, f′(R) = 0.

The combination of Bessel functions that vanishes at the core is

f = J₀(qr)Y₀(qr_c) − Y₀(qr)J₀(qr_c).

Since J₀′ = −J₁ and Y₀′ = −Y₁, the closed edge requires

J₁(qR)Y₀(qr_c) = Y₁(qR)J₀(qr_c).

Solving this numerically by bracketing its roots gives a slowest rate of 0.997 per second and a second rate of 53 per second. The rate equation predicts 1.001 per second, which is 0.4 percent above the slowest rate.

The agreement has a simple origin. For large L the slowest mode is nearly flat over most of the area. Its term q²f then acts like a uniform source q²f̄, and the steady solution gives f̄ ≈ q²f̄/k², hence q² ≈ k². The higher symmetric modes die within a few hundredths of a second. (Modes that vary with angle can be slower, about 11 per second for the lowest in this cell, but a uniform supply does not excite them.) The rate equation therefore suits supplies that change slowly on that time scale.

There is also a condition in space. The flux J_v in the opening definition of G includes any part driven by a gradient of c̄ along z. To prescribe G in advance, leave that part out: let G be the supply calculated with c̄ uniform along z. The gradient then adds the flux −(D/Ω) dc̄/dz, and hence a separate term D d²c̄/dz². The right side of the equation for c̄ becomes G + D d²c̄/dz² − k²D(c̄ − c_eq), so steady disturbances decay over the length 1/k, here 1.00 µm. The local result c̄ − c_eq = G/(k²D) needs G to vary little over that length. Treating the array as a continuous sink also needs slow variation over R.

**Q.** What does this say about Kirkendall voids?

**A.** It gives the excess that a prescribed supply would maintain around fixed dislocations. In the example

c̄ − c_eq = 10⁻⁶/(1.00 × 1) = 1.00 × 10⁻⁶,

so c̄/c_eq = 2.0. Keep the other parameters and change the dislocation density:

- At ρ = 0.01 µm⁻², L = 9.33 and k² = 0.00732 µm⁻². The excess is 1.37 × 10⁻⁴ and c̄/c_eq is about 138.
- At ρ = 100 µm⁻², L = 4.73 and k² = 158 µm⁻². The excess is 6.3 × 10⁻⁹ and c̄/c_eq is 1.006.

The density rises by 10⁴ between these cases, but k² rises by about 2.2 × 10⁴, because closer dislocations also have a smaller L. At the same supply, sparse dislocations leave a larger excess, which favours voids, while dense ones hold c near c_eq.

The ratios 2.0 and 138 are not predictions for a real diffusion zone. Atoms jump only into vacancies, so the supply is itself limited by c̄. In an ideal solution, a supply spread over a width w is at most of the order of Dc̄/w². This w can be much smaller than the whole diffusion zone when the two mobilities differ strongly. Inserted in the definition of k², the estimate limits (c̄ − c_eq)/c̄ to the order of 1/(kw)². The local result needs kw ≫ 1, and then the excess is only a small fraction of c_eq. Ratios as large as those above therefore lie outside the range of the local result. They only show how the formula responds to ρ when G is prescribed. No nucleation rate follows from this calculation, and once voids appear they are additional sinks that k² does not contain.

The sparse case also needs patience and room. Its response time 1/(k²D) is about 137 s, and 1/k is 11.7 µm. The times here scale as 1/D and belong to the model value D = 1 µm²/s; in common metals at a temperature where c_eq is near 10⁻⁶, D is typically one or more orders of magnitude larger and the response times are correspondingly shorter. A shorter anneal or a narrower supply zone would not reach the stated local excess.

Climb, left out so far, matters here too. An edge dislocation that absorbs the supply of its cell climbs at the speed G/(ρb), where b is the length of its Burgers vector. For b = 0.00025 µm this is 0.4 µm/s in the sparse case. The line reaches that speed only as the excess builds up. If c̄ starts at c_eq, the absorbed fraction of the supply is 1 − e^(−t/τ) with τ = 1/(k²D), so the distance climbed is [G/(ρb)][t − τ(1 − e^(−t/τ))]. In the sparse case it equals the cell radius of 5.6 µm after about 67 s, before the steady state is reached. Edge dislocations of opposite sign climb in opposite directions, so under this prescribed supply an even array of fixed density need not survive that long. These figures are rough and share the limit found above. By 67 s the climb speed times R/D is about 0.9, so the fixed-core absorption law is marginal. With c̄ near c_eq, the bound Dc̄/w² allows G = 10⁻⁶ per second only over about 1 µm; a supply spread over 1/k = 11.7 µm would be at most of order 7 × 10⁻⁹ per second, giving a climb speed of at most about 0.003 µm/s. At ρ = 1 µm⁻² the line moves only about 0.0015 µm during the response time of 1 s, and climb can be neglected on that time scale.

**Q.** On the other side of the zone G is negative. Can I simply reverse the sign?

**A.** The equations are linear, so the formula for k² survives if the cores emit as readily as they absorb. But c itself cannot be negative. In the example with ρ = 1 µm⁻², reversing G would put c at the cell edge at

10⁻⁶ − 1.04 × 10⁻⁶ < 0,

while the mean would be close to zero. That steady state is impossible. The atomic fluxes that demand the vacancies would have to fall first, so G could no longer be prescribed as a constant.
